# Spin-orbit energy of nondegenerate singlet states at order 1/c⁴, part 3

We are testing the spin-orbit energy of a nondegenerate singlet \(|0\rangle\), in Hartree atomic units with \(\lambda=c^{-2}\), \(E=E_0+\lambda E_2+\lambda^2E_4+\dots\). For one electron, \(\mathbf p=-i\nabla\), \(T=p^2/2\), \(h_0=T+V\), and

\[
\begin{pmatrix}V&T\\ T&\tfrac{\lambda}{4}W-T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}=E\begin{pmatrix}1&0\\0&\tfrac{\lambda}{2}T\end{pmatrix}\begin{pmatrix}\varphi\\ \psi\end{pmatrix}. \tag{1}
\]

Here \(W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=W_0+W_{SO}\), \(W_0=\mathbf p\cdot V\mathbf p\), \(W_{SO}=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). The positive-energy Hamiltonian \(h_0+\lambda h_2+\lambda^2h_4+\dots\) has

\[
h_2=\tfrac14W-\tfrac14\{T,h_0\}, \tag{3}
\]
\[
h_4=\tfrac1{16}WT^{-1}W-\tfrac14h_0Th_0-\tfrac1{16}\{T,W\}+\tfrac1{16}Th_0T+\left\{h_0,\ \tfrac3{32}T^2-\tfrac12h_2\right\}. \tag{4}
\]
\[
\tfrac1{16}WT^{-1}W=\tfrac18(\boldsymbol\sigma\cdot\mathbf p)V^2(\boldsymbol\sigma\cdot\mathbf p)=\tfrac18\,\mathbf p\cdot V^2\mathbf p+\tfrac18\,\boldsymbol\sigma\cdot(\nabla V^2\times\mathbf p). \tag{5}
\]

The convention adopted after (5) drops the \(\boldsymbol\sigma\) term of each \((\boldsymbol\sigma\cdot\mathbf p)f(\boldsymbol\sigma\cdot\mathbf p)\); the other replaces \(W\) by \(W_0\) in (1).

For many electrons, \(H_0\) and the spin-free \(H_{SF}\) commute with total spin \(\mathbf S\), and \(S_i|0\rangle=0\). The rank-one \(H_{SO}=\sum_kA^k[g^k]\), \(A^j[g]=\sum_\mu g_\mu\sigma_j(\mu)\), gives, with \(H_0|n\rangle=E_n|n\rangle\),

\[
E_4^{SO}=-\sum_{n\in\text{triplets}}\frac{|\langle n|H_{SO}|0\rangle|^2}{E_n-E_0}, \tag{7}
\]
\[
E_4^{SO}=-\sum_{k=x,y,z}\ \sum_{n:\,S=1,M=0}\frac{|\langle n|A^z[g^k]|0\rangle|^2}{E_n-E_0}. \tag{8}
\]

For independent electrons (occupied \(i\), empty \(a\), orbital energies \(\varepsilon\), \(w^k_{ai}=\int V(\nabla a\times\nabla i)_kd^3r\)),

\[
E_4^{SO}=-\frac{2}{16}\sum_k\sum_{i,a}\frac{(w^k_{ai})^2}{\varepsilon_a-\varepsilon_i}, \tag{9}
\]
\[
E_4[W]-E_4[W_0]=E_4^{SO}+E_4^{\rm extra},\qquad E_4^{\rm extra}=\tfrac1{16}\sum_{i}\langle i|W_{SO}T^{-1}W_{SO}|i\rangle\ \ge0, \tag{10}
\]

The two-orbital model has two electrons in \(a\) and an empty \(b\) higher by \(\Delta\); its \(\lambda\) series fails as \(\Delta\to0\).

The example is \(1s^22s^22p^6\), independent electrons, \(V=-Z/r\), \(E(Z,\lambda)=Z^2E(1,\lambda Z^2)\), \(W_{SO}=Zr^{-3}\boldsymbol\sigma\cdot\mathbf L\). The eigenvalue \(s\) of \(\boldsymbol\sigma\cdot\mathbf L\) is \(1\) for four \(p_{3/2}\) and \(-2\) for two \(p_{1/2}\) states: \(\sum s=0\), \(\sum s^2=12\). At \(Z=1\), \(2p\) has \(u=r^2e^{-r/2}/\sqrt{24}\), \(\varphi\propto u/r\), \(E_0=-\tfrac18\), and

\[
E_2=\langle Y\rangle,\qquad E_4=\tfrac18\langle(\boldsymbol\sigma\cdot\mathbf p)(V-E_0)^2(\boldsymbol\sigma\cdot\mathbf p)\rangle-\tfrac12E_2\langle T\rangle+\langle YRY\rangle. \tag{11}
\]

Here \(R=\sum_{n\ne0}|n\rangle\langle n|/(E_0-E_n)\), \(Y\varphi=\tfrac14(y_0+s\,r^{-3})\varphi\), \(y_0=-r^{-3}-\tfrac32r^{-2}+\tfrac12r^{-1}-\tfrac1{32}\), \(\langle y_0\rangle=-\tfrac7{96}\), \(E_2(s)=-\tfrac7{384}+\tfrac{s}{96}\). Moments \(m_k=\langle r^k\rangle=\Gamma(5+k)/24\) and \(\langle r^k\ln r\rangle=m_kH_{4+k}\) (harmonic numbers \(H_n\), Euler's constant omitted) enter \(\langle y'Ry\rangle=\langle(y'-\langle y'\rangle)g\rangle\), with \(g_3=-r^{-1}+\tfrac13\ln r+\tfrac1{12}r\) for \(y=r^{-3}\) and \(g_0=r^{-1}-\tfrac43\ln r-\tfrac1{12}r\) for \(y_0\). Already found: \(\langle r^{-3}Rr^{-3}\rangle=-\tfrac{49}{864}\), \(E_4^{SO}=-\tfrac{49}{1152}Z^6\). The averages of \(y_0-\langle y_0\rangle\) times the three basis functions are

\[
r^{-1}:\ -\tfrac1{24}-\tfrac1{16}+\tfrac1{24}+\tfrac1{96}=-\tfrac5{96},\qquad \ln r:\ -\tfrac1{24}-\tfrac3{16}+\tfrac{11}{48}+\tfrac{25}{288}=\tfrac{25}{288},\qquad r:\ -\tfrac1{12}-\tfrac38+\tfrac12+\tfrac5{24}=\tfrac14 .
\]

They give \(\langle y_0Ry_0\rangle=-\tfrac5{96}-\tfrac{25}{216}-\tfrac1{48}=-\tfrac{163}{864}\) and \(\langle y_0Rr^{-3}\rangle=\tfrac5{96}+\tfrac{25}{864}+\tfrac1{48}=\tfrac{11}{108}\), so that \(\langle YRY\rangle=\tfrac1{16}\left(-\tfrac{163}{864}+\tfrac{11}{54}s-\tfrac{49}{864}s^2\right)\). For the first term of (11), the angular average of \(|\nabla\varphi|^2/|\varphi|^2\) is \((r^{-1}-\tfrac12)^2+2r^{-2}=3r^{-2}-r^{-1}+\tfrac14\), the term \(2r^{-2}\) being \(l(l+1)/r^2\). Half its average is \(\langle T\rangle=\tfrac18\). Its product with \((V-E_0)^2\) is \(3r^{-4}-\tfrac74r^{-3}+\tfrac{35}{64}r^{-2}-\tfrac5{64}r^{-1}+\tfrac1{256}\), with average \((96-56+35-15+3)/768=\tfrac{21}{256}\). The spin part is \(s\,r^{-1}\frac{d}{dr}(V-E_0)^2=s(-2r^{-4}+\tfrac14r^{-3})\), with average \(-\tfrac7{96}s\). The second term of (11) is \(-\tfrac1{16}E_2=\tfrac7{6144}-\tfrac s{1536}\). The part independent of \(s\) is \(\tfrac{21}{2048}+\tfrac7{6144}-\tfrac{163}{13824}=\tfrac{315-326}{27648}\), and the part linear in \(s\) is \(-\tfrac7{768}-\tfrac1{1536}+\tfrac{11}{864}=\tfrac{176-135}{13824}\). Thus

\[
E_4(s)=-\tfrac{11}{27648}+\tfrac{41}{13824}\,s-\tfrac{49}{13824}\,s^2 ,
\]

which gives \(E_4(-2)=-\tfrac{21}{1024}\) and \(E_4(1)=-\tfrac1{1024}\). The Sommerfeld formula for \(n=2\), with \(x=\lambda Z^2\) and \(k=j+\tfrac12\), is \(E/c^2=[1+x/(2-k+\sqrt{k^2-x})^2]^{-1/2}-1\). For \(k=2\) it reduces to \(\sqrt{1-x/4}-1=-\tfrac x8-\tfrac{x^2}{128}-\tfrac{x^3}{1024}\). For \(k=1\), with \(\gamma=\sqrt{1-x}\) and \(x=(1-\gamma)(1+\gamma)\), it reduces to \(\sqrt{(1+\gamma)/2}-1=\sqrt{1-t}-1\) with \(t=\tfrac x4+\tfrac{x^2}{16}+\tfrac{x^3}{32}\), and the \(x^3\) coefficient of \(-\tfrac t2-\tfrac{t^2}8-\tfrac{t^3}{16}\) is \(-\tfrac1{64}-\tfrac1{256}-\tfrac1{1024}=-\tfrac{21}{1024}\). Both agree. A single level does have a term linear in \(s\) at order \(c^{-4}\), made of the rank-one part of the fourth-order operator and of the cross term; in the closed shell it cancels because \(\sum s=0\). The exact shell coefficient is \(2(-\tfrac{21}{1024})+4(-\tfrac1{1024})=-\tfrac{23}{512}\), the spin-free value is \(6E_4(0)=-\tfrac{11}{4608}\), and the difference \(-\tfrac{207}{4608}+\tfrac{11}{4608}=-\tfrac{49}{1152}\) is the triplet sum and nothing more.

The extra term needs the Green function of the radial kinetic operator \(-\tfrac12d^2/dr^2+r^{-2}\). Its homogeneous solutions are \(r^2\) and \(r^{-1}\); for \(G=A\,r_<^2/r_>\) the derivative jumps by \(-3A\), and the condition \(-\tfrac12(-3A)=1\) gives \(A=\tfrac23\). With \(r^{-3}u=r^{-1}e^{-r/2}/\sqrt{24}\), a factor two for the two orderings of the radii, and \(\int_0^rr'e^{-r'/2}dr'=4-(2r+4)e^{-r/2}\),

\[
\langle r^{-3}T^{-1}r^{-3}\rangle=\tfrac1{18}\int_0^\infty\frac{F(r)}{r^2}\,dr,\qquad F=4e^{-r/2}-(2r+4)e^{-r}.
\]

Since \(F\) vanishes as \(r^2\), integration by parts has no boundary term and gives \(\int F'/r\,dr\) with \(F'=2(e^{-r}-e^{-r/2})+2re^{-r}\). Using \(\int_0^\infty(e^{-r/2}-e^{-r})\,dr/r=\int_{1/2}^1dt\int_0^\infty e^{-tr}dr=\ln2\), the integral is \(2-2\ln2\), the matrix element is \((1-\ln2)/9=0.034095\), which numerical quadrature confirms, and \(E_4^{\rm extra}=\tfrac{12}{16}\cdot\tfrac19(1-\ln2)Z^6=0.025571\,Z^6\ E_h\). Measured from the spin-free modified Dirac equation, the spin-orbit coefficient is \(-0.042535+0.025571=-0.016964\), about 40 per cent of the triplet sum in magnitude.

These values were checked numerically in a radial basis of 38 p-type Gaussians with exponents \(0.0005\cdot2^k\) bohr\(^{-2}\). The explicit sum over basis states gives \(-0.042534\) for the triplet sum and \(0.025570\) for the extra term. Diagonalising (1) at five values of \(\lambda\) for \(s=-2,1,0\) and fitting \(2E(-2)+4E(1)-6E(0)\) gives a \(\lambda^2\) coefficient of \(-0.016964\), which involves no perturbation theory. The lowest excitation, \(2p\to3p\), contributes only \(-0.004915\), about 12 per cent of the sum. The remaining 88 per cent comes from higher states, so in this example keeping only the lowest excitation in (7) misses most of the energy.

Choose \(Z=47\), without screening. With \(c=137.035999\) and \(\alpha=1/c\), \((Z\alpha)^2=0.117632\) and \(Z^6\alpha^4=30.5667\). For the \(2p^6\) shell the orders are \(-\tfrac34Z^2=-1656.7500\), \(-\tfrac7{64}Z^2(Z\alpha)^2=-28.4211\) and \(-\tfrac{23}{512}\times30.5667=-1.3731\ E_h\). They add to \(-1686.5442\), against the exact Dirac value \(-1686.6492\ E_h\); the remaining \(-0.1050\) is of order \(c^{-6}\) and higher. The \(c^{-4}\) term divides into a spin-free part \(-\tfrac{11}{4608}\times30.5667=-0.0730\) and the triplet sum \(-0.042535\times30.5667=-1.3001\ E_h\), or \(-35.38\) eV. In the convention adopted after (5) the spin-orbit part dominates the \(c^{-4}\) energy of this shell. In the other convention the extra term is \(0.025571\times30.5667=0.7816\), leaving \(-1.3001+0.7816=-0.5185\ E_h\), while direct diagonalisation at the physical \(\lambda\) gives \(-0.5905\ E_h\) to all orders. The difference, \(-0.0720\ E_h\), is about 14 per cent of the \(c^{-4}\) value \(-0.5185\); the scaling law makes the leading relative correction proportional to \((Z\alpha)^2\approx0.12\), here with a coefficient near one. Comparing a triplet sum with the difference between a Dirac calculation and a spin-free modified Dirac calculation, without the extra term, would here compare \(-1.3001\) with \(-0.5905\) and suggest a failure of perturbation theory where there is none.

A system without spherical symmetry tests (3), (4), (9) and (10) with several occupied orbitals. For water in the STO-3G basis, with O at the origin and H at \((0,\pm1.43,1.11)\) bohr, ten independent electrons were placed in the bare nuclear field. The sum of the ten lowest positive-energy eigenvalues of the matrix form of (1), fitted in \(\lambda\), gives \(E_2=-850.2869\) and \(E_4=23237.15\ E_h\), the same digits as the formulas with \(WT^{-1}W\) taken as a matrix product. The difference from the calculation with \(W_0\) has the fitted coefficient \(248.2163\), and (9) and (10) give \(-5.9367+254.1530=248.2163\). Here the extra term is far larger than the triplet sum and the total is positive. The two terms run over different spaces: (9) has only the two empty orbitals of this basis as final states, while \(T^{-1}\) in (10) acts in the whole basis, including the space of the occupied p functions. The identity (10) is exact in the basis, but the numbers test the algebra only; for comparison, the closed forms for a bare \(Z=8\) nucleus with a filled \(2p\) shell give about \(-1.1\times10^4\) and \(+6.7\times10^3\ E_h\). The water values move to these magnitudes when many uncontracted and tight p functions are placed on oxygen, and the total then becomes negative, about \(-4.5\times10^3\ E_h\); the positive sign belongs to small contracted bases.

The statement for interacting electrons was tested by configuration interaction for the same molecule, with eight electrons in six Hartree–Fock orbitals and the oxygen core orbital frozen. All 495 determinants were kept; they span 105 singlet, 315 triplet and 75 quintet states. A one-electron operator cannot lead from a singlet to a quintet, so what is tested for \(H_{SO}|0\rangle\) is the absence of a singlet part. The ground-state energy is \(-75.01260043\ E_h\). \(H_{SF}\) was the spin-free part of (3) and \(H_{SO}\) the nuclear one-electron operator, without two-electron screening. The vector \(H_{SO}|0\rangle\), of norm \(13.5355\ E_h\), was found to be an eigenvector of \(S^2\) with eigenvalue 2, as was the result of a two-electron rank-one operator with random spatial coefficients. The first-order element is \(6.5\times10^{-18}\) and the cross term \(8.7\times10^{-13}\ E_h\), both at the level of rounding; in this \(C_{2v}\) geometry they would vanish by spatial symmetry alone, because the \(w^k\) transform like rotations and none is totally symmetric, so the test of the spin argument is the \(S^2\) eigenvalue. The three terms of (8) are \(-99.6195\), \(-104.0196\) and \(-144.2011\ E_h\), unequal as expected, and add up, within rounding of the last digit, to the sum over all triplet components, \(-347.8401\ E_h\). Diagonalising \(H_0+\lambda(H_{SF}+H_{SO})\) and \(H_0+\lambda H_{SF}\) at \(\pm\lambda\) and \(\pm2\lambda\), and extrapolating the even part of the difference, gives \(-347.8401\ E_h\) as well. The ratio \(13.5355^2/347.84\approx0.53\ E_h\) is the effective excitation energy of the sum. At \(\lambda=5.325135\times10^{-5}\) the \(c^{-4}\) energy is \(-9.8637\times10^{-7}\ E_h\), and the direct shift is \(-9.8690\times10^{-7}\ E_h\), the small difference being of order \(c^{-6}\). These numbers, the effective excitation energy included, belong to the minimal basis and are not the spin-orbit energy of water. As in the hydrogenic case most of the sum comes from high-lying states: the frozen-core coupled Hartree–Fock value of the same coefficient goes from about \(-340\ E_h\) in STO-3G to \(-1200\) in cc-pVDZ and \(-2500\ E_h\) with an uncontracted triple-zeta oxygen basis and added tight p functions, a factor of about seven, and the two-electron screening is omitted throughout.

Each assumption behind (7) marks a place where the argument can fail. If the reference is not a singlet, \(S_i|0\rangle\ne0\), and a spatially degenerate multiplet can be split at order \(c^{-2}\). A shell that is closed only in the relativistic sense is such a case: filling the two \(p_{1/2}\) states alone gives \(\sum s=-4\) and a spin-orbit energy linear in \(\lambda\), because the nonrelativistic limit of that configuration is one member of a degenerate \(p^2\) manifold and a mixture of singlet and triplet. If a triplet lies within a distance comparable to \(\lambda|\langle n|H_{SO}|0\rangle|\), the series fails as in the two-orbital model with small \(\Delta\), and the singlet must be diagonalised together with that triplet and with any other state that comes close, such as the doubly excited singlet of that model; for independent electrons the gap must be large compared both with the spin-orbit matrix elements across it and with the spin-orbit splittings of the levels on either side, since such a splitting can close the gap even when the coupling across it is weak. If the singlet is spatially degenerate, the first-order matrix among its components still vanishes, since all are singlets, but (7) becomes a matrix \(\langle0_a|H_{SO}RH_{SO}|0_b\rangle\) within the degenerate set. And if an approximate reference breaks spin symmetry, as an unrestricted determinant can, it is not annihilated by \(\mathbf S\), and the vanishing of the first-order and cross terms no longer follows from the argument given here.

## Computed results

```
2p, Z=1, Eh: E2(s) = s/96 - 7/384 ; E4(s) = -49*s**2/13824 + 41*s/13824 - 11/27648
Dalgarno-Lewis g = r/12 + log(r)/3 - 1/r ; <r^-3 R r^-3> = -49/864 a.u.
E4(p1/2), E4(p3/2), E4(s=0) = -21/1024 -1/1024 -11/27648 Eh
shell E2 = -7/64 ; shell E4 = -23/512 ; 6 E4(s=0) = -11/4608 Eh
E4_SO triplet sum = -49/1152 = -0.042535 Eh Z^6
<r^-3 T^-1 r^-3> = 0.034095 a.u.; extra (1-ln2)/12 = 0.025571 Eh Z^6
E4_SO modified-Dirac split = -0.016964 Eh Z^6
basis: 38 exponents 0.0005*2^k bohr^-2
basis triplet sum = -0.042534, 2p->3p term = -0.004915, extra = 0.025570 Eh
diagonalisation fit of lam^2 SO coefficient = -0.016964 Eh
Z = 47, c = 137.035999 a.u., (Z alpha)^2 = 0.117632, Z^6 alpha^4 = 30.5667
2p6 shell: c^0 -1656.7500, c^-2 -28.4211, c^-4 -1.3731, exact Dirac -1686.6492 Eh
c^-4 spin-free -0.0730 Eh; SO triplet sum -1.3001 Eh = -35.38 eV
extra 0.7816 Eh; modified-Dirac SO c^-4 -0.5185 Eh; all orders -0.5905 Eh
H2O STO-3G: O (0,0,0), H (0,+-1.43,1.11) bohr
bare nuclei: E2 formula -850.2869, fit -850.2869; E4 formula 23237.15, fit 23237.15 Eh
bare nuclei SO E4: triplet -5.9367 + extra 254.1530 = 248.2163, fit 248.2163 Eh
CI(8,6): 495 states; singlet/triplet/quintet counts [105, 315, 75]; E0 = -75.01260043 Eh
|<0|H_SO|0>| = 6.5e-18 Eh, |cross term| = 8.7e-13 Eh, |H_SO 0| = 13.5355 Eh
M=0 triplet sums x, y, z = -99.6195, -104.0196, -144.2011 Eh
E4_SO triplet sum -347.8401 Eh, diagonalisation -347.8401 Eh
lam = 5.325135e-05; lam^2 E4_SO = -9.8637e-07 Eh; direct SO shift = -9.8690e-07 Eh
```
